\section*{The effective ROHF Fock matrix and its arbitrary diagonal blocks}

\section{Three orbital energies for one molecule}

Triplet CH$_2$ was treated by restricted open-shell Hartree--Fock (ROHF) theory in the 6-31G basis, with C--H distances of 1.08 angstrom and an H--C--H angle of 134 degrees. The second closed-shell orbital energy came out as $-0.848$, $-0.702$ or $-0.824$ hartree, according to whether the effective matrix of Guest and Saunders, of Roothaan, or of McWeeny and Diercksen was diagonalized. The total energy was $-38.906786$ hartree in all three cases. A fourth calculation, whose matrix had only the constants 0, 10 and 20 hartree on its diagonal, gave that total energy again.

How can orbital energies move by more than 0.1 hartree while the total energy stays put? A smaller problem already contains most of the answer.

\section{Simple case: one closed pair}

Put two electrons in a real orbital $\phi_1$, with one empty orbital $\phi_2$ orthogonal to it. Write $(pq|rs)$ for the repulsion between the distributions $\phi_p\phi_q$ and $\phi_r\phi_s$. Apart from nuclear repulsion,
\begin{equation}
E=2h_{11}+(11|11).
\end{equation}
A small rotation changes $\phi_1$ to $\phi_1+k\phi_2$. Each of the two indices of $h_{11}$, and each of the four of $(11|11)$, can take the change, so
\begin{equation}
\left.\frac{dE}{dk}\right|_0=4h_{21}+4(21|11)=4F_{21}.
\end{equation}
The last step uses the closed-shell Fock matrix, $F_{21}=h_{21}+2(21|11)-(21|11)$.

The energy is stationary when $F_{21}=0$. Neither $F_{11}$ nor $F_{22}$ enters. The matrix
\begin{equation}
R=\begin{pmatrix}a&F_{12}\\F_{12}&b\end{pmatrix},\qquad a\ne b,
\end{equation}
has $\phi_1$ and $\phi_2$ as eigenvectors precisely when $F_{12}=0$, whatever $a$ and $b$ are. At the stationary point they set the eigenvalues and leave the orbitals alone.

\textbf{Limit: no repulsion.} Now $F=h$, and the condition $h_{21}=0$ makes both orbitals eigenvectors of $h$. The doubly occupied one may be the lower or the upper: both choices are stationary, with energies $2h_{11}$ of different value. The equation therefore needs a label saying which eigenvector is occupied. Filling the lowest level is an additional rule, and it depends on $a$ and $b$.

\section{Adding open shells}

Consider a high-spin determinant with three sets of real orthonormal orbitals: closed ($c$, two electrons each), open ($o$, one $\alpha$ electron each) and virtual ($v$, empty). Other open-shell spin couplings have different energy expressions and are not covered here.

Let $C_c$ and $C_o$ hold the coefficients of the closed and open orbitals. The density matrices are
\begin{equation}
D^\beta=C_cC_c^T,\qquad D^\alpha=C_cC_c^T+C_oC_o^T .
\end{equation}
With $J[D]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)D_{\lambda\sigma}$ and $K[D]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)D_{\lambda\sigma}$, the Fock matrices for the two spins are
\begin{equation}
F^\alpha=h+J[D^\alpha+D^\beta]-K[D^\alpha],\qquad
F^\beta=h+J[D^\alpha+D^\beta]-K[D^\beta].
\end{equation}
Writing $D=D^\alpha+D^\beta$, the energy is
\begin{align}
E=E_{\rm nuc}&+{\rm Tr}(Dh)+\tfrac12{\rm Tr}(DJ[D])\nonumber\\
&-\tfrac12{\rm Tr}(D^\alpha K[D^\alpha])-\tfrac12{\rm Tr}(D^\beta K[D^\beta]).
\label{energy}
\end{align}
Both maps are symmetric: ${\rm Tr}(AJ[B])={\rm Tr}(BJ[A])$, and likewise for $K$. Varying either factor of a quadratic term gives the same contribution, which cancels the factor $\tfrac12$:
\begin{align}
dE&={\rm Tr}\{(h+J[D])\,dD\}-{\rm Tr}(K[D^\alpha]dD^\alpha)-{\rm Tr}(K[D^\beta]dD^\beta)\nonumber\\
&={\rm Tr}(F^\alpha dD^\alpha)+{\rm Tr}(F^\beta dD^\beta).
\label{variation}
\end{align}

Next rotate one pair of orbitals,
\begin{equation}
\phi_q'=\cos k\,\phi_q+\sin k\,\phi_p,\qquad
\phi_p'=\cos k\,\phi_p-\sin k\,\phi_q .
\end{equation}
If spin $\sigma$ has occupations $n_q^\sigma$ and $n_p^\sigma$, each 0 or 1, differentiating $n_q^\sigma\phi_q'\phi_q'^T+n_p^\sigma\phi_p'\phi_p'^T$ at $k=0$ gives
\begin{equation}
\frac{dD^\sigma}{dk}=(n_q^\sigma-n_p^\sigma)(\phi_p\phi_q^T+\phi_q\phi_p^T).
\end{equation}
The minus sign comes from the $-\sin k$ in $\phi_p'$. Since $F^\sigma$ is symmetric, its trace with the bracket is $2F^\sigma_{pq}$, and
\begin{equation}
\frac{dE}{dk}=2(n_q^\alpha-n_p^\alpha)F^\alpha_{pq}+2(n_q^\beta-n_p^\beta)F^\beta_{pq}.
\end{equation}
Define the mean $\bar F=(F^\alpha+F^\beta)/2$. The three kinds of pair give
\begin{align}
q\in c,\ p\in v:&\quad dE/dk=2F^\alpha_{vc}+2F^\beta_{vc}=4\bar F_{vc},\nonumber\\
q\in o,\ p\in v:&\quad dE/dk=2F^\alpha_{vo},\label{gradient}\\
q\in c,\ p\in o:&\quad dE/dk=2F^\beta_{oc}.\nonumber
\end{align}
In the last line both orbitals hold an $\alpha$ electron, so the $\alpha$ density does not change. Within one block all occupation differences vanish and so does the derivative. To first order any orbital rotation is a sum of such pair rotations; the energy is thus stationary if and only if
\begin{equation}
\bar F_{vc}=0,\qquad F^\alpha_{vo}=0,\qquad F^\beta_{oc}=0.
\label{conditions}
\end{equation}

For CH$_2$ these derivatives were compared with finite differences of the energy at deliberately scrambled orbitals. The largest derivative was 3.49 hartree per radian, and the largest discrepancy $1.6\times10^{-8}$ in the same unit.

\textbf{Limit: no open orbitals.} Then $D^\alpha=D^\beta$ and all Fock matrices equal $F$. Only $4F_{vc}$ remains, as in the simple case.

\textbf{Limit: one electron.} There is no closed orbital, and the condition is $F^\alpha_{vo}=0$. With $D^\alpha=\phi_o\phi_o^T$, the Coulomb and exchange parts of $F^\alpha_{vo}$ are both $(vo|oo)$ and cancel. What remains is $h_{vo}=0$, the one-electron eigenvalue condition.

\section{One matrix for three conditions}

The conditions involve three different Fock matrices, so no one of these three will serve by itself. But they concern separate blocks, and the blocks can be assembled in the current orbital basis:
\begin{equation}
R=\begin{pmatrix}
R_{cc}&F^\beta_{co}&\bar F_{cv}\\
F^\beta_{oc}&R_{oo}&F^\alpha_{ov}\\
\bar F_{vc}&F^\alpha_{vo}&R_{vv}
\end{pmatrix}.
\label{effective}
\end{equation}
The diagonal blocks are any symmetric matrices, given by a rule that follows the orbitals: if the orbitals of block $b$ are rotated by an orthogonal $U_b$, then $R_{bb}$ becomes $U_b^TR_{bb}U_b$. Combinations of $F^\alpha$ and $F^\beta$ obey this, as do multiples of the unit matrix.

In the atomic basis, with overlap matrix $S$ and $C^TSC=1$, set $R_{\rm AO}=SCRC^TS$. Then
\begin{equation}
R_{\rm AO}C=SCR(C^TSC)=SCR .
\end{equation}
If $R$ is diagonal with entries $\varepsilon$, this is the eigenvalue equation $R_{\rm AO}C=SC\varepsilon$.

The equivalence has two directions. First, suppose labelled orbitals are eigenvectors of the matrix built from themselves. Then $R=C^TR_{\rm AO}C$ is diagonal, its off-diagonal blocks vanish, and (\ref{conditions}) holds. Secondly, suppose (\ref{conditions}) holds. Then $R$ is block diagonal. Diagonalize each block with an orthogonal $U_b$ and replace $C_b$ by $C_bU_b$. Since
\begin{equation}
(C_bU_b)(C_bU_b)^T=C_bU_bU_b^TC_b^T=C_bC_b^T,
\end{equation}
the densities, the Fock matrices and the energy are unchanged. By the rule above $R_{\rm AO}$ is unchanged too, and the new orbitals are its self-consistent eigenvectors.

The diagonal blocks were never used in the stationary condition. All choices therefore have the same set of stationary determinants. Two calculations give the same energy when they reach the same member of that set; the argument does not promise that they will, nor that the member is a minimum. If eigenvalues from two blocks coincide, a diagonalization may also return mixtures across the blocks, and the combinations that respect the labels must be chosen.

\textbf{Test with empty diagonal blocks.} The constants 0, 10 and 20 hartree for $c$, $o$ and $v$ contain no physics of the molecule. The run using them and the three standard choices started from the same scrambled orbitals, at $-38.181$ hartree. Their final energies agreed within $4.8\times10^{-13}$ hartree, and the elements of their density matrices differed from the Guest--Saunders ones by at most $3.2\times10^{-9}$. A separate ROHF solver gave the same energy to the eight decimals printed. The scrambled orbitals were derived from that solver's solution, so this checks the stationary point, without searching for other solutions.

\section{The three standard choices}

Write each diagonal block as $AF^\alpha+BF^\beta$. The pairs $(A,B)$ are
\begin{center}
\begin{tabular}{lccc}
 & $c$ & $o$ & $v$\\
Guest--Saunders & $(\frac12,\frac12)$ & $(\frac12,\frac12)$ & $(\frac12,\frac12)$\\
Roothaan & $(-\frac12,\frac32)$ & $(\frac12,\frac12)$ & $(\frac32,-\frac12)$\\
McWeeny--Diercksen & $(\frac13,\frac23)$ & $(\frac13,\frac13)$ & $(\frac23,\frac13)$
\end{tabular}
\end{center}

The last row follows from a sum of projected operators. In the orbital basis let $P_c$ and $P_o$ project on the closed and open orbitals, and take
\begin{align}
R^{\rm MD}=\tfrac13\big[&(1-P_o)\,2\bar F\,(1-P_o)+(1-P_c)F^\alpha(1-P_c)\nonumber\\
&+(P_c+P_o)F^\beta(P_c+P_o)\big].
\end{align}
The first term acts among $c$ and $v$, the second among $o$ and $v$, the third among $c$ and $o$. Each diagonal block receives two terms:
\begin{align}
R^{\rm MD}_{cc}&=\tfrac13(2\bar F+F^\beta)_{cc}=\tfrac13(F^\alpha+2F^\beta)_{cc},\nonumber\\
R^{\rm MD}_{oo}&=\tfrac13(F^\alpha+F^\beta)_{oo},\\
R^{\rm MD}_{vv}&=\tfrac13(2\bar F+F^\alpha)_{vv}=\tfrac13(2F^\alpha+F^\beta)_{vv}.\nonumber
\end{align}
Each coupling receives one: $\frac23\bar F_{vc}$, $\frac13F^\alpha_{vo}$ and $\frac13F^\beta_{oc}$. By (\ref{gradient}) these are the energy derivatives divided by 6. They differ from the couplings in (\ref{effective}) by nonzero factors, which cannot alter where they vanish. The CH$_2$ runs used the unscaled couplings for all choices.

To compare eigenvalues, introduce the exchange matrix of the open shell,
\begin{equation}
X=F^\beta-F^\alpha=K[D^\alpha]-K[D^\beta]=K[C_oC_o^T].
\end{equation}
Then $F^\alpha=\bar F-\frac12X$ and $F^\beta=\bar F+\frac12X$. Roothaan's closed block is
\begin{equation}
-\tfrac12(\bar F-\tfrac12X)+\tfrac32(\bar F+\tfrac12X)=\bar F+X,
\end{equation}
and exchanging the two weights gives $\bar F-X$ for the virtual block. For McWeeny--Diercksen the closed block is
\begin{equation}
\tfrac13(\bar F-\tfrac12X)+\tfrac23(\bar F+\tfrac12X)=\bar F+\tfrac16X,
\end{equation}
the virtual block is $\bar F-\frac16X$, and the open block is $\frac23\bar F$. Guest--Saunders has $\bar F$ throughout.

For any orbital $u$, the expectation value of $X$ is $\sum_o(uo|uo)$. Each term is the Coulomb self-repulsion of the distribution $u\phi_o$, so it is not negative. Adding such a matrix cannot lower any eigenvalue in an ordered list. Closed levels must then rise, or stay equal, from Guest--Saunders through McWeeny--Diercksen to Roothaan; virtual levels must do the reverse. The open levels of Roothaan and Guest--Saunders are identical.

\textbf{Limit: no open orbitals.} Here $X=0$, and all closed and virtual blocks reduce to the ordinary $F$. The three choices then agree.

\section{Reading the CH$_2$ levels}

The molecule has three closed, two open and eight virtual orbitals in this basis. The lowest levels, in hartree, are
\begin{center}
\begin{tabular}{lccc}
 & Guest--S. & Roothaan & McWeeny--D.\\
closed 1 & $-11.24000$ & $-11.19771$ & $-11.23294$\\
closed 2 & $-0.84829$ & $-0.70225$ & $-0.82397$\\
closed 3 & $-0.59683$ & $-0.55075$ & $-0.58915$\\
open 1 & $-0.14084$ & $-0.14084$ & $-0.09390$\\
open 2 & $-0.09981$ & $-0.09981$ & $-0.06654$\\
virtual 1 & $0.26486$ & $0.23104$ & $0.25935$
\end{tabular}
\end{center}
The predicted order is there. So is the factor $\frac23$: for open 2, $\frac23(-0.09981)=-0.06654$.

Individual closed levels need not differ by a simple expectation value of $X$, because the eigenvectors may change as well. The sum of the closed levels is a trace and is free of that complication. It is $-12.68512$ for Guest--Saunders and $-12.45071$ for Roothaan, so ${\rm Tr}X_{cc}=0.23441$. The McWeeny--Diercksen sum should lie higher than the first by one sixth of this, 0.03907. The table gives $-12.64606+12.68512=0.03906$, equal within rounding.

In the virtual block the eigenvectors change visibly. For each Roothaan virtual orbital, take its largest absolute overlap with any Guest--Saunders virtual orbital. The smallest of these best matches is 0.928. Yet the two sets span the same space, which was tested through the singular values of their overlap matrix. A plotted canonical virtual orbital can thus carry part of the convention with it. The open orbitals are the same in all three sets, since each open block is a multiple of $\bar F_{oo}$, and in this molecule the closed orbitals change very little: their best-match overlaps differ from 1 by less than $10^{-4}$.

\section{What it costs to remove an electron}

In closed-shell theory minus an occupied orbital energy is the cost of removing an electron with the other orbitals frozen. To see what survives here, remove an $\alpha$ electron from an open orbital $\phi_i$, so that $D^\alpha$ changes by $-P$ with $P=\phi_i\phi_i^T$. The energy (\ref{energy}) is quadratic in the densities, hence
\begin{equation}
\Delta E=-{\rm Tr}(F^\alpha P)+\tfrac12{\rm Tr}(PJ[P])-\tfrac12{\rm Tr}(PK[P]).
\end{equation}
The last two terms are $\pm\frac12(ii|ii)$ and cancel, leaving $\Delta E=-F^\alpha_{ii}$. Removing a $\beta$ electron from a closed orbital likewise costs $-F^\beta_{ii}$.

For open 2 of the Guest--Saunders set the removal energy is 0.40234 hartree, or 10.95 eV. Minus its orbital energy is only 0.09981 hartree. Since $\bar F_{ii}=F^\alpha_{ii}+\frac12X_{ii}$,
\begin{equation}
\tfrac12X_{ii}=-0.09981+0.40234=0.30253\ \text{hartree}.
\end{equation}
Half of the open-shell exchange, including half of the electron's own self-repulsion, has been added to the level.

\textbf{Limit: one electron.} The removal energy is $-F^\alpha_{oo}=-h_{oo}$, as it must be. The Guest--Saunders level is instead $\bar F_{oo}=h_{oo}+\frac12(oo|oo)$: a lone electron appears to repel itself. This is a property of the chosen diagonal block; the total energy contains no such repulsion.

For closed 3, removing the $\beta$ electron costs 0.57379 hartree (15.61 eV). With $\bar F_{ii}=-0.59683$, this gives $\frac12X_{ii}=-0.57379+0.59683=0.02304$ and $X_{ii}=0.04608$. If the orbital is the same in all three sets, its Roothaan level should be $-0.59683+0.04608=-0.55075$, and its McWeeny--Diercksen level $-0.59683+0.04608/6=-0.58915$. Both agree with the table. The reason is symmetry: closed 3 is the one closed orbital whose coefficients on the two hydrogens are opposite in sign, so $X$ cannot mix it with the other two.

These are frozen-orbital energies of a mean-field model in a small basis. In the larger aug-cc-pVTZ basis the two removal energies become 10.94 and 15.80 eV, the total energy falls by 0.026 hartree, the three values of closed 2 become $-0.852$, $-0.711$ and $-0.829$ hartree, the lowest Guest--Saunders virtual level drops from 0.265 to 0.032 hartree, and the smallest virtual best match drops from 0.928 to 0.745; the order closed, open, virtual is kept. They omit orbital relaxation, electron correlation, relativity and nuclear motion, and are not predictions of measured ionization energies at the precision shown.

\section{Where the diagonal blocks do matter}

The blocks affect the route to the solution. Take one pair of levels $a<b$ with coupling $g$, and seek the lower eigenvector as $(1,t)$ with small $t$. The second row of the eigenvalue equation is $g+bt=\lambda t$. To leading order $\lambda=a$, so
\begin{equation}
t=-\frac{g}{b-a}.
\end{equation}
By (\ref{gradient}), $dE/dk=wg$ with $w=4$ or 2 for unscaled couplings. The first-order energy change is $wgt=-wg^2/(b-a)$: the step goes downhill when the more highly occupied level lies lower. A large gap makes the step short, while a small gap can make it overshoot, beyond the reach of this estimate.

During the three standard runs the open levels were raised by 1 hartree and the virtual levels by 2, itself an allowed change of diagonal blocks; the tabulated levels do not include these shifts. The runs took 76 to 79 iterations. With constant blocks 10 hartree apart the count was 588. Shorter steps are the expected cause. Take a single rotation displaced by $k$ from the solution, with energy curvature $\kappa$, so that $wg=\kappa k$. One step multiplies $k$ by $1-\kappa/[w(b-a)]$; when this factor is near 1, the number of iterations is roughly proportional to $b-a$. For Guest--Saunders the smallest closed--open, open--virtual and closed--virtual gaps at the solution, shifts included, are 1.456, 1.365 and 2.862 hartree, against 10, 10 and 20 for the constant blocks. The ratios 6.9, 7.3 and 7.0 are of the size of $588/79=7.4$. The single-rotation estimate is rough, since rotations are coupled. Near the solution the slowest mode is, in both runs, mainly the rotation of open 2 into virtual 1. One step multiplies it by 0.808 for Guest--Saunders and by 0.972 for the constant blocks, and the logarithms of these factors stand in the ratio 7.5. Doubling the spacing of the constants about doubles the count.

The blocks also affect filling by order. In this molecule all three standard choices put closed levels below open ones and open below virtual, so the rule works at the solution. It can be broken on purpose. Lower the Guest--Saunders open block by 1 hartree: the open levels move to $-1.14084$ and $-1.09981$, below closed 2 and closed 3. Filling by order now puts pairs in closed 1 and both open orbitals, and single electrons in closed 2 and closed 3. The energy of that determinant is 0.858 hartree higher. Choosing the same eigenvectors by label restores the original energy to within $10^{-14}$ hartree.

The McWeeny--Diercksen open block has a further peculiarity. Add a constant $s$ to the one-electron energy of every orbital. Both Fock matrices shift by $s$, so closed and virtual levels, whose weights sum to 1, move by $s$. The open levels move by $\frac23s$. A change in the zero of energy can therefore reorder the levels, although it leaves the conditions (\ref{conditions}) untouched. The spacing between a closed and an open level depends on how the closed and open blocks are chosen; in this matrix it depends on the zero of energy as well.

\section*{Values computed for the example and the checks}
\begin{verbatim}
System: triplet CH2, ROHF/6-31G
C-H distance: 1.08 angstrom; H-C-H angle: 134.0 degrees
Basis functions: 13; closed, open, virtual: [3 2 8]
Energy of scrambled start: -38.180660 hartree
Largest starting derivative: 3.4899 hartree/radian
Largest derivative error: 1.6e-08 hartree/radian
Guest-Saunders: E = -38.90678648 hartree; 79 iterations
Roothaan: E = -38.90678648 hartree; 76 iterations
McWeeny-Diercksen: E = -38.90678648 hartree; 78 iterations
Constant blocks 0, 10, 20 hartree: E = -38.90678648 hartree; 588 iterations
Independent ROHF solver: E = -38.90678648 hartree
Energy spread of four choices: 4.8e-13 hartree
Largest density-matrix difference: 3.2e-09
Orbital energies in hartree: Guest-Saunders, Roothaan, McWeeny-Diercksen
closed 1: -11.24000, -11.19771, -11.23294
closed 2: -0.84829, -0.70225, -0.82397
closed 3: -0.59683, -0.55075, -0.58915
open 1: -0.14084, -0.14084, -0.09390
open 2: -0.09981, -0.09981, -0.06654
virtual 1: 0.26486, 0.23104, 0.25935
virtual 2: 0.34187, 0.30679, 0.33618
Gaps in hartree: lowest open - highest closed; lowest virtual - highest open
Guest-Saunders: 0.45599; 0.36467
Roothaan: 0.40991; 0.33085
McWeeny-Diercksen: 0.49526; 0.32589
Least best-match overlap of virtual orbitals, Guest-Saunders/Roothaan: 0.92819
Frozen removal, open 2 alpha: 0.40234 hartree = 10.948 eV
Frozen removal, closed 3 beta: 0.57379 hartree = 15.614 eV
Shift of open block in filling test: -1.0 hartree
Energy error when filling by label: 7.1e-15 hartree
Energy rise when filling by order: 0.85809 hartree
\end{verbatim}
